# Self-consistent harmonic ground energy of a quartic oscillator: a numerical check

```python
"""
Self-consistent harmonic (SCH) ground energy of a quartic oscillator.

H = p^2/2 + x^2/2 + lam*x^4, with mass = frequency = hbar = 1.
Result under test: the lowest mean energy of a Gaussian oscillator state
of frequency Omega and centre a has a = 0, Omega^3 - Omega - 6*lam = 0 and
E = 3*Omega/8 + 1/(8*Omega), which is 0.5603 for lam = 0.1.
Energies are in hbar*omega, lengths in sqrt(hbar/(m*omega)).
"""
import math
import numpy as np
from scipy.optimize import brentq, minimize
from scipy.special import eval_hermite

STEP = 0.01
X = np.arange(-1000, 1001) * STEP


def integrate(values):
    """Integral of a function that vanishes at both ends of the grid."""
    return STEP * np.sum(values)


def oscillator_state(n, freq, centre=0.0):
    y = math.sqrt(freq) * (X - centre)
    norm = (freq / math.pi) ** 0.25 / math.sqrt(2.0**n * math.factorial(n))
    return norm * eval_hermite(n, y) * np.exp(-y**2 / 2)


def energy_by_quadrature(freq, centre, lam):
    """Mean energy from the definition, with a numerical derivative."""
    psi = oscillator_state(0, freq, centre)
    slope = (8 * (np.roll(psi, -1) - np.roll(psi, 1))
             - (np.roll(psi, -2) - np.roll(psi, 2))) / (12 * STEP)
    potential = X**2 / 2 + lam * X**4
    return integrate(slope**2 / 2 + potential * psi**2)


def energy_formula(freq, centre, lam):
    s = 1 / (2 * freq)
    return (freq / 4 + (centre**2 + s) / 2
            + lam * (centre**4 + 6 * centre**2 * s + 3 * s**2))


def cubic(freq, lam):
    return freq**3 - freq - 6 * lam


def true_levels(lam, spacing):
    """Levels and ground-state <x^2> by diagonalization on a sinc grid."""
    half = int(round(8.0 / spacing))
    index = np.arange(-half, half + 1)
    x = index * spacing
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, math.pi**2 / 6, sign / safe**2) / spacing**2
    levels, states = np.linalg.eigh(kinetic + np.diag(x**2 / 2 + lam * x**4))
    return levels, float(np.sum(x**2 * states[:, 0]**2))


def study(lam):
    # Gaussian energy formula, also away from the minimum and off centre
    for freq, centre in [(0.9, 0.5), (1.7, -0.8), (1.2, 0.0)]:
        assert abs(energy_by_quadrature(freq, centre, lam)
                   - energy_formula(freq, centre, lam)) < 1e-7

    # Direct two-parameter minimization against the root of the cubic
    omega = brentq(cubic, 1.0, 10.0, args=(lam,), xtol=1e-14)
    energy = 3 * omega / 8 + 1 / (8 * omega)
    search = minimize(
        lambda q: energy_by_quadrature(math.exp(q[0]), q[1], lam),
        [0.0, 0.4], method="Nelder-Mead",
        options={"xatol": 1e-7, "fatol": 1e-13, "maxiter": 1000})
    omega_search = math.exp(search.x[0])
    assert abs(omega_search - omega) < 1e-5
    assert abs(search.x[1]) < 1e-5
    assert abs(search.fun - energy) < 1e-7
    double_count = 3 * lam / (4 * omega**2)
    assert abs(search.fun - (omega / 2 - double_count)) < 1e-7

    # Self-consistency: mean curvature of the potential equals Omega^2
    ground = oscillator_state(0, omega)
    curvature = integrate((1 + 12 * lam * X**2) * ground**2)
    assert abs(curvature - omega**2) < 1e-9

    # Remainder of H beyond the trial oscillator, integrated numerically
    remainder = lam * X**4 - (omega**2 - 1) * X**2 / 2
    second_sum = 0.0
    elements = {}
    for n in range(1, 13):
        elements[n] = integrate(oscillator_state(n, omega)
                                * remainder * ground)
        second_sum -= elements[n]**2 / (n * omega)
        if n != 4:
            assert abs(elements[n]) < 1e-9
    assert abs(elements[4] - lam * math.sqrt(24) / (4 * omega**2)) < 1e-9
    second = -3 * lam**2 / (8 * omega**5)
    assert abs(second_sum - second) < 1e-9

    # True levels, converged with respect to the grid
    levels, mean_square = true_levels(lam, 0.10)
    finer, _ = true_levels(lam, 0.08)
    assert np.max(np.abs(levels[:6] - finer[:6])) < 1e-8
    assert energy > levels[0] + 1e-4
    assert energy + second < levels[0]
    assert abs(energy + second - levels[0]) < 0.5 * (energy - levels[0])
    return dict(omega=omega, energy=energy, omega_search=omega_search,
                energy_search=search.fun, centre=search.x[1],
                double_count=double_count, curvature=curvature,
                element2=elements[2], element4=elements[4], second=second,
                levels=levels, mean_square=mean_square)


LAM = 0.1
r = study(LAM)
strong = study(1.0)
assert abs(strong["omega"] - 2.0) < 1e-12
assert abs(r["energy"] - 0.5603) < 5e-5
assert cubic(1.221, LAM) < 0 < cubic(1.222, LAM)

# First-order perturbation theory from the bare oscillator, by quadrature
first_order = energy_by_quadrature(1.0, 0.0, LAM)
assert abs(first_order - (0.5 + 3 * LAM / 4)) < 1e-7

# Thermal effect from the true spectrum
KT = 0.2
gaps = r["levels"] - r["levels"][0]
weights = np.exp(-gaps / KT)
excited = np.sum(weights[1:]) / np.sum(weights)
thermal_rise = np.sum(gaps * weights) / np.sum(weights)
error = r["energy"] - r["levels"][0]
assert thermal_rise > error

E = "hbar*omega"
print(f"quartic coefficient lam = {LAM:.1f} (dimensionless)")
print(f"cubic at Omega = 1.221: {cubic(1.221, LAM):.6f} (omega^3)")
print(f"cubic at Omega = 1.222: {cubic(1.222, LAM):.6f} (omega^3)")
print(f"SCH frequency Omega, from cubic = {r['omega']:.6f} omega")
print(f"SCH frequency, direct search = {r['omega_search']:.5f} omega")
print(f"centre, direct search: |a| = {abs(r['centre']):.1e} length units")
print(f"mean curvature <V''> = {r['curvature']:.6f} omega^2")
print(f"kinetic part Omega/4 = {r['omega'] / 4:.6f} {E}")
print(f"quadratic part 1/(4 Omega) = {1 / (4 * r['omega']):.6f} {E}")
print(f"quartic part 3 lam/(4 Omega^2) = {r['double_count']:.6f} {E}")
print(f"SCH ground energy, formula = {r['energy']:.6f} {E}")
print(f"SCH ground energy, direct search = {r['energy_search']:.6f} {E}")
print(f"SCH ground energy, four digits = {r['energy']:.4f} {E}")
print(f"Gaussian energy at Omega = 1.22: "
      f"{energy_by_quadrature(1.22, 0.0, LAM):.6f} {E}")
print(f"Omega/2 (not the energy) = {r['omega'] / 2:.6f} {E}")
print(f"bare harmonic energy = {true_levels(0.0, 0.1)[0][0]:.6f} {E}")
print(f"first-order perturbation energy = {first_order:.6f} {E}")
print(f"true ground energy = {r['levels'][0]:.6f} {E}")
print(f"SCH minus true energy = {error:.6f} {E}")
print(f"SCH relative error = {100 * error / r['levels'][0]:.2f} percent")
print(f"coupling |<2|W|0>| = {abs(r['element2']):.1e} {E}")
print(f"coupling <4|W|0> = {r['element4']:.6f} {E}")
print(f"second-order correction = {r['second']:.6f} {E}")
print(f"SCH plus second order = {r['energy'] + r['second']:.6f} {E}")
print(f"true first excitation energy = {gaps[1]:.6f} {E}")
print(f"SCH <x^2> = {1 / (2 * r['omega']):.6f} hbar/(m*omega)")
print(f"true <x^2> = {r['mean_square']:.6f} hbar/(m*omega)")
print(f"temperature of the thermal check kT = {KT:.1f} {E}")
print(f"excited population at that kT = {100 * excited:.3f} percent")
print(f"thermal rise of mean energy = {thermal_rise:.6f} {E}")
print(f"lam = 1 check: Omega = {strong['omega']:.6f} omega")
print(f"lam = 1 check: SCH energy = {strong['energy']:.6f} {E}")
print(f"lam = 1 check: true energy = {strong['levels'][0]:.6f} {E}")
print("all good")
```

Running it gives:

```
quartic coefficient lam = 0.1 (dimensionless)
cubic at Omega = 1.221: -0.000683 (omega^3)
cubic at Omega = 1.222: 0.002793 (omega^3)
SCH frequency Omega, from cubic = 1.221197 omega
SCH frequency, direct search = 1.22120 omega
centre, direct search: |a| = 1.1e-09 length units
mean curvature <V''> = 1.491321 omega^2
kinetic part Omega/4 = 0.305299 hbar*omega
quadratic part 1/(4 Omega) = 0.204717 hbar*omega
quartic part 3 lam/(4 Omega^2) = 0.050291 hbar*omega
SCH ground energy, formula = 0.560307 hbar*omega
SCH ground energy, direct search = 0.560307 hbar*omega
SCH ground energy, four digits = 0.5603 hbar*omega
Gaussian energy at Omega = 1.22: 0.560308 hbar*omega
Omega/2 (not the energy) = 0.610598 hbar*omega
bare harmonic energy = 0.500000 hbar*omega
first-order perturbation energy = 0.575000 hbar*omega
true ground energy = 0.559146 hbar*omega
SCH minus true energy = 0.001161 hbar*omega
SCH relative error = 0.21 percent
coupling |<2|W|0>| = 2.2e-17 hbar*omega
coupling <4|W|0> = 0.082125 hbar*omega
second-order correction = -0.001381 hbar*omega
SCH plus second order = 0.558927 hbar*omega
true first excitation energy = 1.210356 hbar*omega
SCH <x^2> = 0.409434 hbar/(m*omega)
true <x^2> = 0.412525 hbar/(m*omega)
temperature of the thermal check kT = 0.2 hbar*omega
excited population at that kT = 0.235 percent
thermal rise of mean energy = 0.002849 hbar*omega
lam = 1 check: Omega = 2.000000 omega
lam = 1 check: SCH energy = 0.812500 hbar*omega
lam = 1 check: true energy = 0.803771 hbar*omega
all good
```
